# Heavy- and light-hole normal masses and tunnelling decay at a (001) interface

## Definitions and conventions

Hole energy \(E\) is counted positive into the valence band, so a contact that repels holes is a positive barrier \(U(z)\). The interface normal is \(z=[001]\), and \(x,y\) are the other cubic axes. Put

\[
c=\frac{\hbar^2}{2m_0},\qquad \{A,B\}=\tfrac12(AB+BA),\qquad k^2=k_x^2+k_y^2+k_z^2 .
\]

The symbol \(w=U-E>0\) is the depth of a hole below the local barrier edge. The decay rate \(\kappa\) refers to the amplitude, \(\psi\propto e^{-\kappa z}\); the density decays at the rate \(2\kappa\).

The valence edge is built from three orbitals \(X,Y,Z\), which transform like \(x,y,z\), and from spin. Inversion and mirror symmetry hold, as in the diamond structure. To second order in \(k\), a diagonal element is even in each \(k_i\), and the \(XY\) element is odd in both \(k_x\) and \(k_y\). Cubic symmetry then leaves three constants, named so that

\[
h_{ii}=c\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right],\qquad
h_{ij}=6c\gamma_3k_ik_j\quad(i\ne j). \tag{1}
\]

For motion along \(z\), the inverse mass is \((\gamma_1+4\gamma_2)/m_0\) for \(Z\) and \((\gamma_1-2\gamma_2)/m_0\) for \(X\) and \(Y\). Spin-orbit coupling adds \((\Delta/3)(1-\mathbf L\cdot\boldsymbol\sigma)\), where \(L=1\). Since

\[
\mathbf L\cdot\boldsymbol\sigma=J(J+1)-2-\tfrac34,
\]

it equals \(1\) for \(J=3/2\) and \(-2\) for \(J=1/2\). The quartet therefore lies at zero and the split-off doublet at hole energy \(\Delta\).

## Theorem

Assume that

1. the energies in play are small against \(\Delta\) and the direct gap, so that the \(J=3/2\) quartet suffices;
2. \(\gamma_2>0\) and \(\gamma_1>2\gamma_2\);
3. the barrier is a scalar potential \(U(z)\), without strain;
4. incidence is normal, \(k_x=k_y=0\).

Then the heavy (\(J_z=\pm3/2\)) and light (\(J_z=\pm1/2\)) holes separate, with

\[
m_{HH}=\frac{m_0}{\gamma_1-2\gamma_2},\qquad
m_{LH}=\frac{m_0}{\gamma_1+2\gamma_2}, \tag{2}
\]

and at equal depth \(w\)

\[
\kappa_b=\frac{\sqrt{2m_bw}}{\hbar},\qquad
\frac{\kappa_{HH}}{\kappa_{LH}}=
\sqrt{\frac{\gamma_1+2\gamma_2}{\gamma_1-2\gamma_2}}>1. \tag{3}
\]

## Lemma 1: the Luttinger Hamiltonian

In the quartet, (1) becomes

\[
H=c\Big[(\gamma_1+\tfrac52\gamma_2)k^2
-2\gamma_2\sum_i k_i^2J_i^2
-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big]. \tag{4}
\]

**Proof.** In the orbital basis \((L_i)_{ab}=-i\epsilon_{iab}\). Multiplying two such matrices and contracting the antisymmetric symbols gives

\[
(L_iL_j)_{ab}=\delta_{ij}\delta_{ab}-\delta_{ib}\delta_{aj}.
\]

Hence \(|i\rangle\langle i|=1-L_i^2\), and for \(i\ne j\)

\[
|i\rangle\langle j|+|j\rangle\langle i|=-2\{L_i,L_j\}.
\]

Inserting both in (1),

\[
\frac hc=(\gamma_1+4\gamma_2)k^2-6\gamma_2\sum_i k_i^2L_i^2
-12\gamma_3\sum_{i<j}k_ik_j\{L_i,L_j\}.
\]

Here \(-2\gamma_2+6\gamma_2=4\gamma_2\) gives the first coefficient.

The operators \(L_i^2-2/3\) and \(\{L_i,L_j\}\) are components of one traceless symmetric tensor. By the Wigner-Eckart theorem its projection on the quartet is a single constant times the same tensor built from \(\mathbf J\). The state \(J_z=3/2\) has \(L_z=1\), so it fixes the constant: \(L_z^2-2/3=1/3\), while \(J_z^2-5/4=1\). Thus

\[
L_i^2\to\tfrac23+\tfrac13(J_i^2-\tfrac54),\qquad
\{L_i,L_j\}\to\tfrac13\{J_i,J_j\}.
\]

The constant part of \(L_i^2\) is \(2/3-5/12=1/4\). It contributes \(-\tfrac32\gamma_2k^2\), which turns \(4\gamma_2\) into \(\tfrac52\gamma_2\). The other coefficients are divided by three, and (4) follows. \(\square\)

## Proof of the theorem

Set \(k_x=k_y=0\) in (4):

\[
H=ck_z^2\left(\gamma_1+\tfrac52\gamma_2-2\gamma_2J_z^2\right).
\]

This is diagonal in \(J_z\). For \(J_z^2=9/4\) the bracket is \(\gamma_1+\tfrac52\gamma_2-\tfrac92\gamma_2=\gamma_1-2\gamma_2\). For \(J_z^2=1/4\) it is \(\gamma_1+\tfrac52\gamma_2-\tfrac12\gamma_2=\gamma_1+2\gamma_2\). Comparison with \(\hbar^2k_z^2/2m\) gives (2).

In the barrier \(k_z\) becomes \(-i\,d/dz\). The scalar potential does not mix values of \(J_z\), so each component obeys

\[
-\frac{\hbar^2}{2m_b}\psi''+U\psi=E\psi
\quad\Longrightarrow\quad
\psi''=\frac{2m_bw}{\hbar^2}\psi .
\]

Where \(w\) is constant the decaying solution is \(e^{-\kappa_bz}\), with \(\kappa_b\) from (3). Division of the two rates gives the ratio. \(\square\)

**Why the masses differ.** Lowering \(|L_z=1,\uparrow\rangle\) with \(J_-=L_-+S_-\) gives

\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|L_z=0,\uparrow\rangle
+\sqrt{\tfrac13}\,|L_z=1,\downarrow\rangle .
\]

The state \(L_z=0\) is \(Z\); the states \(L_z=\pm1\) contain \(X\) and \(Y\). The heavy hole has no \(Z\) part, and the light hole has two thirds. Its inverse mass, in units of \(1/m_0\), is the weighted mean

\[
\tfrac23(\gamma_1+4\gamma_2)+\tfrac13(\gamma_1-2\gamma_2)=\gamma_1+2\gamma_2 .
\]

For the same \(\kappa\), the component that moves easily along \(z\) gains more negative kinetic energy. At fixed \(w\) it therefore needs a smaller \(\kappa\). If \(\gamma_2\to0\) the rates coincide; if \(\gamma_1\to2\gamma_2\) from above, \(m_{HH}\) and \(\kappa_{HH}\) diverge.

**Another interface.** For \(\mathbf k\) along \(\mathbf n=[111]/\sqrt3\), \(\sum_i k_i^2J_i^2=\tfrac13k^2J^2=\tfrac54k^2\), so the \(\gamma_2\) terms in (4) cancel. Expanding \((\mathbf n\cdot\mathbf J)^2\) turns the last term into \(-2\gamma_3k^2[(\mathbf n\cdot\mathbf J)^2-5/4]\). The inverse masses are then \((\gamma_1\mp2\gamma_3)/m_0\). The masses (2) thus belong to the (001) normal.

## Lemma 2: transmission through a thick flat barrier

Let a barrier of thickness \(L\) separate regions with the same mass and outer wavevector \(k\). For \(\kappa L\gg1\),

\[
T\simeq\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}e^{-2\kappa L}. \tag{5}
\]

**Proof.** Take the transmitted wave \(e^{ik(z-L)}\), and \(\psi=Ce^{-\kappa z}+De^{\kappa z}\) inside. Continuity of \(\psi\) and \(\psi'\) at \(L\) gives

\[
C=\tfrac12(1-ik/\kappa)e^{\kappa L},\qquad
D=\tfrac12(1+ik/\kappa)e^{-\kappa L}.
\]

At \(z=0\) the incident amplitude is \(A=\tfrac12[\psi+\psi'/(ik)]\). Dropping the small \(D\) leaves \(A\simeq\tfrac12C(1+i\kappa/k)\), so

\[
|A|^2\simeq\tfrac1{16}(1+k^2/\kappa^2)(1+\kappa^2/k^2)e^{2\kappa L}.
\]

Its inverse is (5). \(\square\)

## Proposition 1: the depletion barrier

Let uniformly ionized acceptors of density \(N\) deplete a layer of width \(W\) in a medium of permittivity \(\varepsilon\), with the metal at \(z=0\). The hole potential energy obeys \(U''=q^2N/\varepsilon\). With \(U=U'=0\) at \(W\) and \(U(0)=\phi\),

\[
U=\phi(1-z/W)^2,\qquad W=\sqrt{\frac{2\varepsilon\phi}{q^2N}} .
\]

At the bulk band edge \(w=U\), and the WKB exponent is

\[
S_b=2\int_0^W\frac{\sqrt{2m_b\phi}}{\hbar}\left(1-\frac zW\right)dz
=\frac{\sqrt{2m_b\phi}\,W}{\hbar}
=\frac{\phi}{E_{00,b}},\quad
E_{00,b}=\frac{q\hbar}{2}\sqrt{\frac{N}{m_b\varepsilon}} . \tag{6}
\]

At fixed \(\phi\), fourfold doping halves both exponents. For any profile and energy common to both holes, \(\sqrt{m_b}\) comes out of the WKB integral, so \(S_{HH}/S_{LH}=\sqrt{m_{HH}/m_{LH}}\).

**The prefactor.** At the depletion edge \(\kappa\to0\) and WKB fails. With \(y=(W-z)/W\) the wave equation is \(\psi''=S^2y^2\psi\). Put \(\psi=\sqrt y\,g(t)\), \(t=Sy^2/2\). Differentiating twice and dividing by \(S^2y^{5/2}\),

\[
g''+\frac{g'}t-\left(1+\frac1{16t^2}\right)g=0 .
\]

The decaying solution is the modified Bessel function \(K_{1/4}(t)\). Its small-\(t\) form, \(\tfrac12\Gamma(\tfrac14)(2/t)^{1/4}\), gives the edge density \(\Gamma(\tfrac14)^2/(2\sqrt S)\). Its large-\(t\) form, \(\sqrt{\pi/2t}\,e^{-t}\), gives \(\pi e^{-S}/S\) at the metal face, \(y=1\). Hence for \(S\gg1\)

\[
\frac{|\psi(\text{face})|^2}{|\psi(\text{edge})|^2}\simeq
\frac{2\pi}{\Gamma(1/4)^2}\frac{e^{-S}}{\sqrt S}
\approx0.48\,\frac{e^{-S}}{\sqrt S}. \tag{7}
\]

This solution continues the parabola beyond the face and has no wave reflected by the metal. The ratio measures decay; it is not the transmission of a complete contact.

## Proposition 2: strain

Suppose biaxial strain lowers the heavy-hole barrier edge by \(\delta\) relative to the light-hole edge. Within the quartet this adds a function of \(J_z^2\), which commutes with \(H\) at normal incidence. The masses (2) stay, but the depths are \(w-\delta\) and \(w\). At fixed light-hole depth the rates agree when

\[
m_{HH}(w-\delta)=m_{LH}w
\quad\Longrightarrow\quad
\delta=w\left(1-\frac{m_{LH}}{m_{HH}}\right). \tag{8}
\]

Outside the quartet, strain shifts \(Z\) against \(X,Y\) and so couples light and split-off states; the light mass then changes too.

## Proposition 3: limit of the statement at oblique incidence

Let the conserved in-plane wavevector be \(k_p\) along \([100]\). Define \(D=\gamma_3^2-\gamma_2^2\), \(a=\gamma_1^2-4\gamma_2^2\), and suppose \(0<3D<a\). The two decay rates at depth \(w\) differ for small \(k_p\) and merge at \(k_p^2=xw/c\), where \(x\) is the positive root of

\[
3D(3D-a)x^2-3D\gamma_1x+\gamma_2^2=0. \tag{9}
\]

**Proof.** Put \(k_y=0\), \(K=k_p^2+k_z^2\) and

\[
P=\gamma_2(2k_z^2-k_p^2),\quad R=\sqrt3\gamma_2k_p^2,\quad
Q=2\sqrt3\gamma_3k_pk_z .
\]

The matrix elements of \(J_i\) in the order \(J_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\) turn (4) into \(H=c(\gamma_1K+M)\), with

\[
M=\begin{pmatrix}-P&-Q&-R&0\\-Q&P&0&-R\\-R&0&P&Q\\0&-R&Q&-P\end{pmatrix}.
\]

All off-diagonal elements of \(M^2\) cancel in pairs, and each diagonal element is

\[
P^2+Q^2+R^2=4\gamma_2^2K^2+12Dk_p^2k_z^2 .
\]

No complex conjugation was used, so this holds for complex \(k_z\). Set \(E=-w\), \(e=w/c\), \(p=k_p^2\), \(k_z^2=-s\) and \(u=s-p\). Then \(K=-u\), and \((E/c-\gamma_1K)^2=M^2\) reads

\[
(\gamma_1u-e)^2=4\gamma_2^2u^2-12Dp(u+p),
\]

\[
au^2+(12Dp-2\gamma_1e)u+e^2+12Dp^2=0 .
\]

The roots coincide when a quarter of the discriminant vanishes:

\[
(6Dp-\gamma_1e)^2-a(e^2+12Dp^2)=0 .
\]

Insert \(p=xe\), use \(\gamma_1^2-a=4\gamma_2^2\), and divide by \(4e^2\); this is (9). Its left side is \(\gamma_2^2>0\) at \(x=0\), and its leading coefficient is negative, so there is one positive root. Beyond it \(s\) forms a complex-conjugate pair. The decaying waves \(k_z=i\sqrt s\) and \(i\sqrt{s^*}\) then have equal imaginary parts and opposite real parts: one decay rate, with an oscillation. \(\square\)

Without warping, \(D=0\), the quadratic gives \(\kappa^2=k_p^2+e/(\gamma_1\pm2\gamma_2)\), and the rates stay distinct. The merging comes from \(\gamma_3>\gamma_2\).

## Worked example: a metal on p-type germanium

Take rough typical germanium parameters, \(\gamma_1=13.4\), \(\gamma_2=4.2\), \(\gamma_3=5.7\) and relative permittivity 16, with \(\phi=0.10\) eV, \(N=10^{19}\) cm\(^{-3}\) and 300 K. The inverse masses are \(13.4-8.4=5.0\) and \(13.4+8.4=21.8\) in units of \(1/m_0\), so

\[
m_{HH}=0.200\,m_0,\qquad m_{LH}=0.0459\,m_0 .
\]

With \(c=0.0381\) eV nm\(^2\) and \(w=0.10\) eV,

\[
\kappa_{HH}=\sqrt{\frac{0.10}{0.0381\times5.0}}=0.72\ \text{nm}^{-1},\qquad
\kappa_{LH}=\sqrt{\frac{0.10}{0.0381\times21.8}}=0.35\ \text{nm}^{-1}.
\]

The ratio is 2.09, and the density decay lengths are 0.69 and 1.44 nm. As a test, the scattering problem was integrated numerically for flat barriers 12 and 16 nm thick, with the hole 0.03 eV above the outer band edge and 0.10 eV below the top. The fall of \(\ln T\) gave 0.7245 and 0.3470 nm\(^{-1}\), equal to the formula at the printed digits.

The depletion width is 4.2 nm, and \(E_{00}\) is 32.8 meV (heavy) and 68.5 meV (light). Equation (6) gives

\[
S_{HH}=100/32.8=3.05,\qquad S_{LH}=100/68.5=1.46 .
\]

The factors \(e^{-S}\) are 0.048 and 0.23. The wave equation gives face-to-edge density ratios of 0.012 and 0.077, while (7) gives about 0.013 and 0.092. Most of the gap between \(e^{-S}\) and the wave solution is thus the prefactor. The approximation is poorer for the light hole, whose \(S\) is not large.

By (8), equal rates need \(\delta=0.10(1-0.0459/0.200)=0.077\) eV at fixed light-hole depth, a large part of the barrier.

For oblique incidence, \(D=14.85\) and \(a=109.0\), so \(x=0.0262\) and the merging wavevector at \(w=0.10\) eV is \(\sqrt{0.0262\times0.10/0.0381}=0.26\) nm\(^{-1}\). At 0.15 nm\(^{-1}\) the rates are 0.40 and 0.70 nm\(^{-1}\), and the two degenerate slow modes already have 17% and 27% heavy character, 22% on average. At 0.35 nm\(^{-1}\) both modes decay at 0.61 nm\(^{-1}\). A heavy hole with in-plane energy \(k_BT\) along \([100]\) has 0.37 nm\(^{-1}\), beyond the merging point. The factor 2.09 therefore describes holes near normal incidence, not the whole thermal population. Since the merging wavevector scales as \(\sqrt w\), it also shrinks towards the depletion edge.

## Neglected effects and the real contact

**Other bands.** With \(\Delta=0.29\) eV, split-off coupling lowers \(\kappa_{LH}\) from 0.347 to 0.334 nm\(^{-1}\), about 4%. The heavy hole is untouched at normal incidence, because the split-off doublet has no \(J_z=\pm3/2\) state. For the conduction band, a two-band estimate uses \(E(E+E_g)=E_g\hbar^2k_z^2/2m_{LH}\), which has the right mass at small \(E\). Setting \(E=-w\) and \(k_z=i\kappa\),

\[
\kappa^2=\frac{2m_{LH}w}{\hbar^2}\left(1-\frac w{E_g}\right).
\]

With a direct gap of 0.80 eV, \(\kappa_{LH}\) falls to 0.325 nm\(^{-1}\), about 6% below the quartet value. This estimate assigns the whole light mass to that one coupling. Each correction, taken alone, widens the heavy-light contrast. Split-off coupling also moves the merging wavevector along \([100]\) from 0.26 to about 0.25 nm\(^{-1}\), and the edge splitting for equal rates from 0.077 to about 0.074 eV.

**Hole gas, temperature and electrostatics.** The four-band bulk Fermi level lies 33 meV inside the valence band; with the split-off band included it lies about 25 meV inside, and the four-band value is used below. For holes at that level, with \(\phi\) still 0.10 eV above it at the metal, the exponents become 2.18 and 1.04. These values, like those from (6), assume an abruptly depleted layer, which is a poor picture when \(\phi\) is only about \(4k_BT\). Free holes screen the acceptors near the edge and lengthen the tail of the barrier: with their local density kept in Poisson's equation the exponents are about 2.8 and 1.35 at the Fermi level, and about 6.2 and 3.0, instead of 3.05 and 1.46, at the bulk band edge. Their ratio stays 2.09. Temperature matters too: \(k_BT=25.9\) meV is comparable with the heavy-hole \(E_{00}\), so tunnelling by thermally excited holes, which meet a lower and thinner barrier, must be counted. The Boltzmann factor for the full barrier is \(e^{-\phi/k_BT}=0.021\). Without degeneracy, a classical image force lowers the barrier top from 100 to 38 meV and the exponents to 1.72 and 0.82. That correction is too large to be a small perturbation. The mean dopant spacing, 4.6 nm, is as large as the depletion width (4.2 nm, or 4.9 nm with the degenerate band bending), so a smooth acceptor charge is a crude picture.

**Reading for devices.** The barrier of 0.10 eV is an illustrative input, not a value for a particular metal. The smooth, image-free barrier is a poor model of a real contact: in this example the image force alone cuts both exponents by about 43%. The exponents are therefore illustrative, and a contact resistivity cannot be read from them; it needs a sum over energy and in-plane wavevector, with the states of the metal included. At normal incidence a change of barrier shape common to both holes cancels from the ratio of the WKB exponents, but with exponents this small that ratio does not fix the ratio of the transmissions. The face-to-edge densities above already show the difference: their logarithms stand in the ratio 1.7, not 2.09. In silicon the split-off energy is only about 0.04 eV, less than the 0.10 eV barrier used here, so assumption 1 is not met there for such a barrier, and the quartet rates should be compared with a calculation that includes the split-off band. Orientation matters as well: on (111) the germanium parameters give 0.50 and 0.040 \(m_0\).

## Computed results

```
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7
Barrier 0.10 eV; acceptors 1.0e+19 cm^-3
Relative permittivity 16.0; temperature 300 K
Split-off energy 0.29 eV; direct gap 0.80 eV
hbar^2/(2 m0): 0.03810 eV nm^2
Inverse mass of Z orbital along z: 30.20 /m0
Inverse mass of X,Y orbitals along z: 5.00 /m0
Z-orbital weight, heavy and light: 0.0000, 0.6667
HH inverse mass: 5.00 /m0
HH normal mass: 0.2000 m0
HH decay rate kappa: 0.7245 nm^-1
HH kappa from scattering: 0.7245 nm^-1
HH density decay length 1/(2 kappa): 0.690 nm
HH E00: 32.82 meV
HH depletion exponent: 3.047
HH WKB factor exp(-exponent): 0.0475
HH wave-equation density ratio, face/edge: 0.0118
HH exponent with bulk degeneracy: 2.179
HH exponent with image force: 1.722
LH inverse mass: 21.80 /m0
LH normal mass: 0.0459 m0
LH decay rate kappa: 0.3470 nm^-1
LH kappa from scattering: 0.3470 nm^-1
LH density decay length 1/(2 kappa): 1.441 nm
LH E00: 68.53 meV
LH depletion exponent: 1.459
LH WKB factor exp(-exponent): 0.2324
LH wave-equation density ratio, face/edge: 0.0774
LH exponent with bulk degeneracy: 1.043
LH exponent with image force: 0.825
Decay-rate ratio HH/LH: 2.0881
Depletion width: 4.205 nm
Strain splitting for equal rates: 77.06 meV
In-plane k where rates merge, [100]: 0.2624 nm^-1
Dimensionless merging value x: 0.02624
Rates at in-plane k=0.15 nm^-1: 0.3972, 0.7041 nm^-1
Heavy weight in slow mode at that k: 0.2179
Common rate at in-plane k=0.35 nm^-1: 0.6089 nm^-1
Oscillation |Re kz| at that k: 0.1605 nm^-1
Thermal HH wavevector along [100]: 0.3684 nm^-1
LH kappa with split-off coupling: 0.3335 nm^-1
LH kappa, two-band conduction estimate: 0.3246 nm^-1
Normal masses on (111), HH and LH: 0.5000, 0.0403 m0
Bulk Fermi energy inside valence band: 33.48 meV
Thermal energy kT: 25.85 meV
Thermal factor exp(-barrier/kT): 0.0209
Barrier top with image force: 37.52 meV
Mean dopant spacing N^(-1/3): 4.642 nm
```
